# Acoustic-Phonon Mobility of a Single-Subband Wire: Area and Temperature Dependence

## A wire with a uniform electron density

Consider an electron moving along $z$ at speed $v$, with its probability spread uniformly over a cross-section of area $A$. A slow sound wave is nearly frozen during a collision. Its local dilation $\Delta(\mathbf r)$ shifts the band edge by $D\Delta(\mathbf r)$, where $D$ is the deformation potential.

Longitudinal dilation costs energy density $c\Delta^2/2$, with $c=\rho s^2$ for density $\rho$ and sound speed $s$. Write $\Delta=\sum_{\mathbf q}\Delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ in a volume $V$. Classical equipartition gives each term $cV\langle|\Delta_{\mathbf q}|^2\rangle/2=k_BT/2$. Summing over $\mathbf q$,

$$
\langle\Delta(\mathbf r)\Delta(\mathbf r')\rangle
=\frac{k_BT}{c}\,\delta(\mathbf r-\mathbf r').
\tag{1}
$$

The electron feels the average $U(z)=(D/A)\int_A\Delta\,dx\,dy$. Two factors $1/A$ come from the averages, and the transverse delta function returns one factor $A$:

$$
\langle U(z)U(z')\rangle=S\,\delta(z-z'),\qquad
S=\frac{D^2k_BT}{cA}.
\tag{2}
$$

A larger wire averages over more independent strain fluctuations, so $S$ falls as $1/A$.

An elastic collision can change the direction of motion but not the speed. In a wire of length $L$, the mean squared matrix element for $k\to-k$ is $S/L$. The density of final states in that one direction, for fixed spin, is $L/(2\pi\hbar v)$. The golden rule gives the reversal rate

$$
\Gamma=\frac{2\pi}{\hbar}\frac SL\frac{L}{2\pi\hbar v}
=\frac{S}{\hbar^2v}.
\tag{3}
$$

Each reversal changes the momentum by twice its initial value, so momentum decays at rate $2\Gamma$. Its lifetime is proportional to $Av/T$. Since thermal speeds grow as $T^{1/2}$, the mobility should vary as $AT^{-1/2}$. What remains is to treat the real transverse state, the quantum phonons and the thermal average.

## Coupling to bulk phonons

Let the electron occupy one subband, with normalized transverse state $\psi(x,y)$, isotropic mass $m$ and axial energy $E=\hbar^2k^2/(2m)$. The phonons are those of a uniform elastic medium that extends beyond the wire. Let $V=A_bL$, where $A_b$ is the cross-section of the phonon box, not that of the wire. Only longitudinal waves enter, through $H'=D\nabla\cdot\mathbf u$.

A phonon of frequency $\omega=sq$ has displacement amplitude $\sqrt{\hbar/(2\rho V\omega)}$, and the divergence supplies a factor $q$. The squared matrix elements are therefore

$$
|M_\pm|^2=\frac{D^2\hbar q}{2\rho sV}
|G(\mathbf q_\perp)|^2\left(N_q+\tfrac12\mp\tfrac12\right),
\tag{4}
$$

where the upper sign means absorption, the lower sign emission, and

$$
G(\mathbf q_\perp)=\int|\psi|^2e^{i\mathbf q_\perp\cdot\mathbf r_\perp}\,dx\,dy.
\tag{5}
$$

Axial momentum is conserved. Transverse momentum is not, because the confining walls can take it up.

For $x=\hbar sq/(k_BT)\ll1$, the Bose number is $N_q=1/x-1/2+x/12+\cdots$. If the phonon energy is also neglected in the electron's energy balance, absorption and emission lead to the same final state and their strengths add. The sum $2N_q+1$ is $2/x$ to leading order, so

$$
|M_+|^2+|M_-|^2
\simeq\frac{D^2\hbar q}{2\rho sV}\frac{2k_BT}{\hbar sq}|G|^2
=\frac{D^2k_BT}{cV}|G|^2.
\tag{6}
$$

The phonon wave number has cancelled. This is the quantum counterpart of the uncorrelated strain in (1).

## The overlap area

For given $k$ and $k'$, all transverse phonon momenta contribute. Replacing their sum by $A_b\int d^2q_\perp/(2\pi)^2$ requires the integral

$$
\int\frac{d^2q_\perp}{(2\pi)^2}|G|^2
=\int|\psi(\mathbf r_\perp)|^2|\psi(\mathbf r'_\perp)|^2
\delta(\mathbf r_\perp-\mathbf r'_\perp)\,d^2r_\perp d^2r'_\perp
=\int|\psi|^4d^2r_\perp\equiv\frac1{A_{\rm eff}}.
\tag{7}
$$

The delta function comes from integrating $e^{i\mathbf q_\perp\cdot(\mathbf r_\perp-\mathbf r'_\perp)}$. Since $V=A_bL$, the box area cancels, and the total squared matrix element is $D^2k_BT/(cLA_{\rm eff})$.

For hard walls, enlarging every transverse length by $\lambda$ changes the normalized state to $\psi_\lambda(\mathbf r_\perp)=\lambda^{-1}\psi(\mathbf r_\perp/\lambda)$. The fourth power gives $\lambda^{-4}$ and the area element gives $\lambda^2$. Hence $A_{\rm eff}\propto\lambda^2\propto A$ for any fixed shape.

For a rectangle, the density along a side $W$ is $(2/W)\cos^2(\pi x/W)$, measured from the centre. Its contribution to the overlap is

$$
\frac4{W^2}\int_{-W/2}^{W/2}\cos^4\frac{\pi x}{W}\,dx
=\frac4{W^2}\frac{3W}{8}=\frac3{2W}.
\tag{8}
$$

Multiplying the two directions gives $A_{\rm eff}=4A/9$, whatever the ratio of the sides. A circular hard-wall wire has $A_{\rm eff}=A/2.10$. Both areas are smaller than $A$ because the electron is concentrated near the centre.

## From reversal rate to mobility

Let a force $\mathcal F$ act along the wire. Write the distribution as $f_0+\delta f$, with $f_0\propto e^{-E/k_BT}$ and $\delta f=(\mathcal F/k_BT)f_0h(k)$. Because $\partial f_0/\partial k=-\hbar vf_0/(k_BT)$, and because detailed balance relates the rates $P$ of forward and reverse transitions, the linear Boltzmann equation becomes

$$
v(k)=\sum_{k'}P(k\to k')[h(k)-h(k')].
\tag{9}
$$

In the elastic limit $k'=k$ contributes nothing. For $k'=-k$, symmetry gives $h(-k)=-h(k)$, so $v=2\Gamma h$. Thus $h=v\tau$ with $1/\tau=2\Gamma$. Repeating (3) with the matrix element found from (7),

$$
\frac1\tau=\frac{2D^2k_BT}{\hbar^2cA_{\rm eff}|v|},
\qquad
\tau=\frac{\hbar^2cA_{\rm eff}|v|}{2D^2k_BT}.
\tag{10}
$$

Fast electrons live longer because fewer final states per unit energy are available to them in one dimension.

The drift velocity is $(\mathcal F/k_BT)\langle vh\rangle$, and the force has magnitude $e$ times the field. Therefore

$$
\mu=\frac{e}{k_BT}\langle v^2\tau\rangle
=\frac{e\hbar^2cA_{\rm eff}}{2D^2(k_BT)^2}\langle|v|^3\rangle.
\tag{11}
$$

States are uniformly spaced in $k$, hence in $v$, so the average uses a one-dimensional Gaussian:

$$
\langle|v|^3\rangle
=\frac{\int_0^\infty v^3e^{-mv^2/2k_BT}dv}
{\int_0^\infty e^{-mv^2/2k_BT}dv}
=\frac{2(k_BT/m)^2}{\frac12\sqrt{2\pi k_BT/m}}
=2\sqrt{\frac2\pi}\left(\frac{k_BT}{m}\right)^{3/2}.
\tag{12}
$$

Substitution in (11) gives

$$
\boxed{\mu=\sqrt{\frac2\pi}\,
\frac{e\hbar^2cA_{\rm eff}}
{m^{3/2}D^2(k_BT)^{1/2}}}
\tag{13}
$$

At fixed shape, $D$, $c$ and $m$, this is $\mu\propto AT^{-1/2}$. Phonon number supplies $T^{-1}$, and the longer life of faster electrons returns $T^{1/2}$.

In a bulk crystal with the same coupling, the density of final states grows as $E^{1/2}$ instead of falling as $E^{-1/2}$. Then $\tau\propto T^{-1}E^{-1/2}$, and thermal averaging gives $\mu\propto T^{-3/2}$. The weaker temperature dependence of the wire comes from its density of states.

The degenerate wire is another useful limit. When $k_BT$ is far below the Fermi energy, electrons at the Fermi speed $v_F$ carry the current and $\mu=e\tau(v_F)/m$. With two spins and one valley, the line density is $n=2k_F/\pi$, so $v_F=\pi\hbar n/(2m)$. Equation (10) then gives

$$
\mu_{\rm deg}=\frac{\pi e\hbar^3cA_{\rm eff}n}{4m^2D^2k_BT}.
\tag{14}
$$

At fixed $n$ this varies as $T^{-1}$: the speed no longer follows temperature. Equipartition must still hold for the phonons that reverse an electron at the Fermi level, and that level must lie well below the second subband, measured in units of $k_BT$.

## Where the elastic law holds

Three conditions limit (13). First, the upper subbands must be empty. For a square hard-wall wire the first splitting is $3\pi^2\hbar^2/(2mW^2)$, which must greatly exceed $k_BT$. The proportionality to area therefore cannot be continued to wide wires.

Second, phonon energies must be small. Weighting $q_\perp^2$ by $|G|^2$ gives $\int|\nabla|\psi|^2|^2/\int|\psi|^4=8\pi^2/(3W^2)$ for the square. The typical transverse phonon energy is thus $\hbar s\sqrt{8\pi^2/3}/W$, and this must lie well below $k_BT$. Narrow and cold wires violate the condition. Reversal also requires axial momentum $2\hbar k$; the corresponding energy $2\hbar ks$ is $4s/v$ times the electron energy, so $s\ll v$ is needed too.

Third, successive collisions must be independent. Repeated reflections from a truly static potential could interfere. The Boltzmann equation assumes that lattice motion destroys this phase memory.

The second condition can be examined by keeping the phonon energy in (9). At fixed axial momentum transfer, $q_\perp dq_\perp=q\,dq$, and the energy delta function sets $q=|E'-E|/(\hbar s)$. Equation (4) then gives the rate per unit final wave number,

$$
p(k\to k')=\frac{D^2q^2}{8\pi^2\hbar c}
\left(N_q+\tfrac12\mp\tfrac12\right)
\int_0^{2\pi}|G(\mathbf q_\perp)|^2d\phi,
\tag{15}
$$

with $q_\perp^2=q^2-(k'-k)^2\ge0$. This retains forward scattering and exchange of energy.

## A 6 nm wire at room temperature

Take a square wire with $W=6$ nm, $m=0.2m_0$, $D=9$ eV, $\rho=2.3$ g/cm³, $s=9$ km/s and $T=300$ K. These are round model values in the rough regime of an $n$-type silicon nanowire. A nonpolar semiconductor is the appropriate setting, since piezoelectric and polar-optical coupling are absent from the model.

The area is 36 nm², so $A_{\rm eff}=4(36)/9=16$ nm². The stiffness is $2.3\times9^2=186$ GPa. At $E=k_BT=25.85$ meV the speed is 213 km/s, and (10) gives

$$
\tau(k_BT)=\frac{\hbar^2(186\ {\rm GPa})(16\ {\rm nm^2})(213\ {\rm km/s})}
{2(9\ {\rm eV})^2(25.85\ {\rm meV})}=0.41\ {\rm ps}.
\tag{16}
$$

Comparing (10) with (13) shows that $\mu=(e/m)(2/\sqrt\pi)\tau(k_BT)$. The factor is 1.128, and

$$
\mu=\frac{e}{0.2m_0}(1.128)(0.410\ {\rm ps})
\simeq4.07\times10^3\ {\rm cm^2/Vs}
=0.407\ {\rm m^2/Vs}.
\tag{17}
$$

Halving the temperature at fixed width multiplies this by $\sqrt2$, giving 5760 cm²/Vs. Doubling the area at 300 K gives 8140 cm²/Vs from the formula, but that extrapolation breaks the single-subband assumption: elastic scattering among all hard-wall subbands gives only about 6700 cm²/Vs. The splitting falls from 157 to about 78 meV, or roughly $3k_BT$. It equals $4k_BT$ at a width of 7.4 nm.

Solving (9) numerically with (15) tests the elastic result without assuming the lifetime (10). With the sound speed reduced fourfold at fixed $c$, the mobility is 0.998 of (13), and a finer grid gives the same ratio. At the actual sound speed the ratios are about 0.98 at 300 K, 0.97 at 150 K and 1.03 at 75 K; the last is sensitive to the numerical grid and converges to about 1.025.

The departure therefore changes sign on cooling. The small departure at 75 K does not show that phonon energies are negligible there: the typical transverse phonon energy estimated above is 5.1 meV, comparable with $k_BT=6.5$ meV.

Between 200 and 400 K, the inelastic mobility of the 6 nm wire has a mean temperature exponent of $-0.48$. Between widths of 5 and 7 nm at 300 K, its area exponent is 1.01. Both are close to the elastic values $-1/2$ and 1, but both keep only the lowest subband. At 7 nm, or at 400 K, the splitting is only about $4.5k_BT$. With upper subbands the elastic rate becomes $1/\tau_n=(2D^2k_BT/\hbar^2c)\sum_{n'}\int|\psi_n|^2|\psi_{n'}|^2d^2r_\perp/|v_{n'}|$. This lowers the mobility to 0.985 of (13) at 6 nm and 300 K, and to about 0.94 at 7 nm or at 400 K. The exponents over the same ranges become about $-0.58$ and 0.91.

## Corrections and comparison with silicon

The following factors are relative to (13), each with one effect added alone. They use rough inputs and should not be multiplied into a prediction.

**Degeneracy.** Let $\eta$ be the Fermi level above the subband edge in units of $k_BT$, and $z=e^\eta$. The current is proportional to $\ln(1+z)\simeq z-z^2/2$, and the density to $z-z^2/\sqrt2$. The mobility factor is therefore about $1+(1/\sqrt2-1/2)z$. A density of $2\times10^5$ cm⁻¹ gives $\eta=-2.27$ and a factor of 1.02.

**Leakage.** With a 3 eV barrier and barrier mass $0.5m_0$, the density no longer vanishes at the walls. Only about 0.3% of it lies outside the nominal wire, but the density inside becomes flatter. The larger $A_{\rm eff}$ raises the mobility by a factor of 1.28, if $D$ and $c$ are the same in the barrier. Because the penetration depth does not scale with $W$, strict proportionality to nominal area is also lost.

**Nonparabolicity.** Suppose $E_b(1+\alpha E_b)=E_c$, where $E_b$ is the actual subband-edge energy and $E_c$ the parabolic confinement energy. The edge mass is $m(1+2\alpha E_b)=m\sqrt{1+4\alpha E_c}$. With $\alpha=0.5$ eV⁻¹ and $E_c=104.5$ meV, the $m^{-3/2}$ law gives $(1.209)^{-3/4}=0.87$. This counts only the heavier edge mass. The mass also rises with axial energy, which lowers the factor further, to about 0.80.

**Intervalley phonons.** A phonon energy of 60 meV, a coupling of $10^9$ eV/cm and one partner valley reduce the mobility to 0.70 of its acoustic value. The coupling is taken as independent of momentum, so these events randomize the direction of motion. Rates are added at each energy before averaging.

**Rough walls.** Moving one wall by $\delta$ changes the subband energy by $2E_x\delta/W$ in magnitude, where $E_x=\pi^2\hbar^2/(2mW^2)$. Let $\delta$ have rms height $\Delta_r$ and correlation function $\Delta_r^2e^{-r^2/\Lambda^2}$ at separation $r$ on the wall, with $\Lambda\ll W$. Averaging along the wall with (8) gives the reversal spectrum

$$
S_r=\left(\frac{2E_x}{W}\right)^2\Delta_r^2\pi\Lambda^2
\frac3{2W}e^{-k^2\Lambda^2}.
\tag{18}
$$

Four independent walls add a momentum-relaxation rate $8S_r/(\hbar^2|v|)$, by (3). For $\Delta_r=0.3$ nm and $\Lambda=1.5$ nm, the mobility falls to about half of (13). Here $\Lambda/W=1/4$ is not very small, so (18) gives only a rough estimate; averaging along the wall without the short-range approximation raises the factor from 0.52 to 0.56. In the limit $\Lambda\ll W$, at fixed roughness and $k$, $S_r\propto W^{-7}$, whereas the acoustic strength varies as $W^{-2}$. Roughness therefore gains rapidly as the wire narrows, and the total mobility need not be proportional to area.

Silicon also breaks the isotropic-mass assumption. With the model mass, upper subbands hold 0.5% of the electrons. If the mass along one transverse axis is $0.9m_0$, close to silicon's heavy mass, the first splitting becomes $157(0.2/0.9)\simeq35$ meV and the upper share rises to 23%. The single-subband description is then poor at this width and temperature; elastic scattering among the subbands of this one valley lowers the mobility to about 0.62 of (13). The value in (17) is far above the electron mobility of lightly doped bulk silicon at room temperature, roughly 1400 cm²/Vs, and should not be read as a device mobility. Nor is it a gain from confinement: the same $m$, $D$ and $c$ give about 7900 cm²/Vs in bulk, so within the model the wire has the lower mobility. Intervalley phonons and rough walls alone lower it by the factors above. Impurities, screening, confined phonons and an anisotropic deformation potential are further omissions.

The field must also be low. The drift velocity implied by (17) reaches the sound speed at about 220 V/cm. This is only an order-of-magnitude marker for carrier heating. With acoustic phonons alone, an expansion to second order in the field puts a 10% rise in mean energy near 100 V/cm and a 10% rise in mobility near 160 V/cm, so the equilibrium average in (12) already fails somewhat below the marker. Energy loss to intervalley phonons, present in silicon, is left out of this estimate. The numerical output below lists the inputs and results.

## Computed values

```
Wire width: 6 nm
Temperature: 300 K
Mass / free-electron mass: 0.2
Deformation potential: 9 eV
Density: 2.3 g/cm3
Sound speed: 9 km/s
Stiffness: 186.3 GPa
Thermal energy: 25.85 meV
Cross-section area: 36 nm2
A times overlap, from state: 2.25
A times overlap, from phonon sum: 2.25
A times overlap, circular wire: 2.098
Overlap area A_eff: 16 nm2
Speed at E = kT: 213.2 km/s
Relaxation time at E = kT: 0.4104 ps
Thermal average / time at kT: 1.1284
Mobility from formula: 4072 cm2/Vs
Formula mobility at 150 K: 5759 cm2/Vs
Formula mobility at doubled area: 8145 cm2/Vs
Slow-sound Boltzmann / formula: 0.9976
Same ratio on finer grid: 0.9976
Inelastic Boltzmann / formula at 300 K: 0.9829
Inelastic Boltzmann / formula at 150 K: 0.9699
Inelastic Boltzmann / formula at 75 K: 1.032
Inelastic temperature exponent, 200-400 K: -0.4787
Inelastic area exponent, widths 5-7 nm: 1.011
Subband splitting: 156.7 meV
Width where splitting = 4 kT: 7.386 nm
Upper-subband share, isotropic: 0.465 %
Heavy transverse mass / free mass: 0.9
Upper-subband share, heavy axis: 22.59 %
Line density: 2e+05 1/cm
Fermi level from subband edge / kT: -2.271
Mobility ratio with degeneracy: 1.02
Barrier height: 3 eV
Barrier mass / free mass: 0.5
Mobility ratio with leakage: 1.277
Nonparabolicity: 0.5 1/eV
Confinement energy: 104.5 meV
Mobility ratio with nonparabolicity: 0.8674
Intervalley phonon energy: 60 meV
Intervalley coupling: 1e+09 eV/cm
Mobility ratio with intervalley phonons: 0.6983
Roughness rms height: 0.3 nm
Roughness correlation length: 1.5 nm
Mobility ratio with roughness: 0.5155
Field where drift = sound speed: 221 V/cm
```
